Small-polaron hopping mobility in the nonadiabatic and adiabatic limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: weak transfer between sites

A single carrier moves on a lattice of identical sites with spacing a. Wherever it sits, it displaces the local vibrations, and the displacement lowers its energy. If the displacement is confined to about one site, carrier and distortion together form a small polaron. The problem is to find its mobility when it moves by thermally activated hops, first for weak and then for strong transfer between sites.

The algebra uses atomic units, so ħ = 1 and a frequency is also an energy. The elementary charge e is kept as a symbol, and kT is the thermal energy. Mass-weighted displacements x_i and their momenta p_i remove the masses. With |i⟩ the state of the carrier on site i, the Hamiltonian is

H = ½ Σ_i p_i² + ½ xᵀKx − A Σ_i x_i |i⟩⟨i| − J Σ_⟨ij⟩ (|i⟩⟨j| + |j⟩⟨i|).

The last sum runs over pairs of nearest neighbours, and J > 0 is the transfer energy. The matrix K is symmetric and positive definite, and it is the same seen from every site. The coupling is linear in the displacements, and there is one carrier, so carriers do not interact. The letter k without a subscript denotes the rate of hopping to one given neighbour. In kT it is Boltzmann's constant.

**(a) Set J = 0. Find the binding energy of the polaron, and the least energy the lattice must supply to make the levels of two neighbouring sites equal. When is the second a fixed fraction of the first?**

With the carrier on site i, the lattice moves in the potential

V_i(x) = ½ xᵀKx − A x_i.

Let G = K⁻¹, and let u_i be the unit vector belonging to site i. Setting the gradient to zero gives Kx = A u_i, so x = A G u_i. The elastic energy there is ½A²G_ii and the coupling energy is −A²G_ii. Their sum is −½A²G_ii. Measured from the undistorted lattice with a carrier at zero energy, the binding energy is therefore

E_p = ½ A² G₁₁.

Take sites 1 and 2 as neighbours. The gap between their potentials is

D(x) = V₂ − V₁ = A(x₁ − x₂).

At the minimum of V₁ the displacements are x₁ = A G₁₁ and x₂ = A G₁₂. The gap there is called the reorganization energy:

λ = A²(G₁₁ − G₁₂).

The levels coincide where D = 0. To find the cheapest such distortion, minimize V₁ + ηA(x₁ − x₂), with η a Lagrange multiplier. The stationary point obeys

Kx = A[(1 − η)u₁ + ηu₂],

x₁ − x₂ = A(1 − 2η)(G₁₁ − G₁₂).

Since G is positive definite, G₁₁ − G₁₂ is positive, and the constraint requires η = ½. Thus x = ½A G(u₁ + u₂). The two parts of V₁ are

½ xᵀKx = ⅛A²(2G₁₁ + 2G₁₂) = ¼A²(G₁₁ + G₁₂),

−A x₁ = −½A²(G₁₁ + G₁₂).

Their sum is −¼A²(G₁₁ + G₁₂). Subtracting the minimum −½A²G₁₁ gives the coincidence barrier

E_a = ¼A²(G₁₁ − G₁₂) = λ/4.

If the distortions around neighbouring sites do not overlap, G₁₂ = 0. Then

λ = 2E_p, E_a = E_p/2.

The factor one half has a simple origin. At coincidence each of the two sites carries half of the full displacement. An elastic energy E_p has fallen to 2 × E_p/4 = E_p/2, while the coupling energy has risen from −2E_p to −E_p. The net cost is E_p/2.

Overlap changes the fraction. On a ring whose neighbouring oscillators are coupled by an off-diagonal element −0.1ω₀² of K, with ω₀² on the diagonal, the coincidence barrier E_a is 0.4495 of the binding energy. Part of the distortion is then shared by both sites and need not be rebuilt. From here on G₁₂ = 0 is assumed unless λ is written explicitly.

**(b) For small J, express the hopping rate as an integral over time. Why is one sharp vibrational frequency not enough?**

Let H₁ and H₂ be the lattice Hamiltonians with the carrier on sites 1 and 2. The carrier starts on site 1 with the lattice in thermal equilibrium under H₁. From a lattice state |n⟩, the part of the wave function on site 2 is, to first order in J,

|ψ₂(t)⟩ = iJ ∫₀ᵗ dt₁ exp[−iH₂(t − t₁)] exp(−iH₁t₁)|n⟩.

Its norm, averaged over the thermal state, contains two times t₁ and t₂. The two factors with H₂ combine to exp[−iH₂(t₂ − t₁)]. The thermal density matrix commutes with H₁, so the factor exp(−iH₁t₁) can be moved cyclically to the front. This leaves

P₂(t) = J² ∫₀ᵗ dt₁ ∫₀ᵗ dt₂ C(t₂ − t₁),

C(t) = ⟨exp(iH₁t) exp(−iH₂t)⟩₁.

If C decays in a time short compared with t, the double integral is t times the integral of C over all times. The rate is then J²∫C dt, provided the hop itself is slow on the scale of that decay.

To find C, split the lattice into normal modes. In each mode let b annihilate a quantum about the minimum for site 1. Then

h₁ = ωb†b,

h₂ = ω(b† − √s)(b − √s) = ωb†b − ω√s(b + b†) + sω.

The number s measures the displacement between the two minima. A displacement of opposite sign is covered by b → −b. Constants in single modes have been dropped, because their sum vanishes for identical sites. At the minimum for site 1 the gap is Σsω, hence

Σ sω = λ.

The shift operator S = exp[√s(b† − b)] satisfies SbS† = b − √s, so h₂ = Sh₁S†. Therefore

exp(ih₁t) exp(−ih₂t) = S(t)S†, S(t) = exp[√s(b†e^{iωt} − be^{−iωt})].

For operators X and Y whose commutator is a number, e^X e^Y = e^{X+Y} e^{[X,Y]/2}. Here half the commutator is

−½s(e^{iωt} − e^{−iωt}) = −is sin ωt,

and the combined exponent is αb† − α*b with α = √s(e^{iωt} − 1).

Its thermal average follows from F(α,γ) = ⟨e^{αb†}e^{−γb}⟩. Let q = e^{−ω/kT}. Moving e^{αb†} through the density matrix multiplies b† by q. Moving it cyclically and restoring the order gives

F(α,γ) = e^{−qαγ} F(qα,γ).

Repetition sums q + q² + … = q/(1 − q) = N, the mean number of quanta, and leaves F(0,γ) = 1. With γ = α* and the factor e^{−|α|²/2} from ordering the exponentials,

⟨exp(αb† − α*b)⟩ = exp[−|α|²(N + ½)].

Now |α|² = 2s(1 − cos ωt) and 2N + 1 = coth(ω/2kT). The product over modes is

C(t) = exp{−Σ s[coth(ω/2kT)(1 − cos ωt) + i sin ωt]}.

If all modes have one frequency, C is periodic. The integral then has no finite value, and no rate exists. A spread of frequencies is needed so that vibrational energy leaves the pair of sites. We let each site have its own narrow band of modes around ω₀. The algebra of part (a) carries over with coupling vectors in place of A u_i, and λ = 2E_p is preserved.

With a continuous band the oscillating sums die out and C tends to the constant C_∞ = exp[−Σs coth(ω/2kT)]. This constant makes P₂ grow as t², which is coherent motion without change of the lattice state. It does not belong to hopping, so

k = J² ∫ dt [C(t) − C_∞], over all times.

**(c) Evaluate this integral for strong coupling, and find its high-temperature form. How high must the temperature be?**

Write y = ω/2kT. Expanding cos(ωt + iy) gives the identity

coth y (1 − cos ωt) + i sin ωt = coth y − cos(ωt + iy)/sinh y.

The integrand is analytic, and it vanishes at both ends of the strip for a continuous band. The contour may therefore be shifted to t = τ − i/(2kT) with τ real. Then ωt + iy = ωτ, and

k = J² e^{−Σs coth y} ∫ dτ [exp(Σ s cos ωτ/sinh y) − 1].

The exponent is greatest at τ = 0. Let Z = Σ s/sinh y. For Z ≫ 1 the term −1 is negligible and cos ωτ may be replaced by 1 − ω²τ²/2. At the peak, (1 − cosh y)/sinh y = −tanh(y/2). The Gaussian integral yields

k = J² √[2π/Σ(sω²/sinh y)] exp[−Σ s tanh(ω/4kT)].

Further peaks lie near multiples of 2π/ω₀. At the first, a mode with frequency ω₀ + δ has 1 − cos ωτ ≈ ½(2πδ/ω₀)². The peak is suppressed by about exp(−2π²Zδ_r²/ω₀²), where δ_r is the root-mean-square spread. This exponent must be large, otherwise the lattice remembers the attempted hop.

At high temperature tanh(ω/4kT) → ω/4kT and 1/sinh y → 2kT/ω. The sums become λ/4kT and 2λkT, so

k = J² √(π/λkT) exp(−λ/4kT).

For distortions without overlap, λ = 2E_p and

k_na = J² √[π/(2E_p kT)] exp(−E_p/2kT).

The next term of tanh x = x − x³/3 shows what has been neglected. It multiplies the rate by approximately

exp[λω₀²/(192(kT)³)].

The expansion of 1/sinh y adds a smaller factor 1 + y²/12. Thus kT > ω₀ alone does not guarantee an accurate rate. The combination λω₀²/192(kT)³ must also be small, which is harder to satisfy for strong coupling.

**(d) Find the mobility from the rate, and trace its power of temperature.**

In a field F a hop along the force lowers the carrier energy by ε = eFa. Then H₂ is replaced by H₂ − ε, and C(t) acquires the factor e^{iεt}. On the shifted contour this factor is e^{ε/2kT}e^{iετ}. The rest of the integrand is even in τ, so

k(ε) = e^{ε/2kT} g(ε), g(−ε) = g(ε), g(0) = k.

The net forward rate is

k(ε) − k(−ε) = 2g(ε) sinh(ε/2kT) → kε/kT for ε ≪ kT.

If successive hops are independent, the drift velocity is a times this difference, v = ea²kF/kT. Dividing by F gives

μ = ea²k/kT.

This holds for a chain, and along an axis of a simple cubic lattice, where sideways hops do not contribute to the drift. Inserting k_na,

μ_na = (ea²J²/kT) √[π/(2E_p kT)] exp(−E_p/2kT) ∝ T^(−3/2) exp(−E_p/2kT).

One power of 1/T comes from the response to the field. The remaining T^(−1/2) comes from the widening of the thermal distribution of the gap, as part (f) shows. Because of this prefactor, the local slope of ln μ against 1/kT is not the barrier itself:

−d ln μ/d(1/kT) = E_p/2 − 3kT/2.

**(e) Evaluate the weak-transfer result for E_p = 0.5 eV, ω₀ = 0.03 eV, J = 0.003 eV and a = 4 Å at 300 K.**

These are round model parameters and describe no particular material. The barrier is 0.25 eV and kT = 0.02585 eV, so

E_p/2kT = 9.67, √[π/(2E_p kT)] = 11.0 eV⁻¹.

The rate is 9 × 10⁻⁶ × 11.0 × e^(−9.67) = 6.3 × 10⁻⁹ eV. Division by ħ turns this into 9.51 × 10⁶ s⁻¹. The mobility is

μ_na = 16 × 9.51 × 10⁶/0.02585 = 5.89 × 10⁹ Å²/(V s) = 5.89 × 10⁻⁷ cm²/(V s).

For the quantum integral the band is a semicircle of half-width 0.006 eV, whose root-mean-square spread is half of that, 0.003 eV. At high temperature Z ≈ 4E_p kT/ω₀² = 57, and the first recurrence is suppressed by about e^(−11).

The integral gives a rate 1.34 times the classical one at 300 K. The estimate of part (c) gives e^(0.27) × 1.03 = 1.35, so the excess is the quantum correction of the vibrations. The ratio falls to 1.04 at 600 K and 1.01 at 1000 K. The classical mobility at 300 K is thus about a quarter below the value this model gives with quantum vibrations.

## Second half: from weak to strong transfer

The symbols remain: J is the transfer energy, E_p the polaron binding energy, ω₀ the vibrational frequency, a the site spacing and kT the thermal energy, with ħ = 1. Distortions of neighbouring sites do not overlap, so A² = 2E_pω₀² and λ = 2E_p. The gap between the potentials for a carrier on site 2 and on site 1 is D = A(x₁ − x₂). The first half gave

k_na = J² √[π/(2E_p kT)] exp(−E_p/2kT), μ = ea²k/kT.

The second relation needs small fields, independent hops and detailed balance, but not small J. Detailed balance gives k(ε) = e^{ε/kT}k(−ε), so k(ε) − k(−ε) = k(−ε)(e^{ε/kT} − 1) → kε/kT for ε ≪ kT, whatever mechanism sets k. In what follows the lattice moves classically. The frequency band is what removes energy after a hop; part (h) assumes that it does so fast enough. Its small effect on the mean frequency is neglected.

**(f) Interpret k_na as a rate of level crossings multiplied by a transition probability. For what J does this picture fail?**

When the moving lattice carries D through zero, the gap near the crossing is D = Ḋt. To first order in J, the probability that the carrier changes site is

P = J² |∫ dt exp(−iḊt²/2)|² = 2πJ²/|Ḋ|.

The last step is the Fresnel integral over all times. A slow passage gives the carrier more time to transfer.

With the carrier on site 1, D and Ḋ are independent Gaussian variables. The mean of D is λ = 2E_p. Equipartition gives each displacement the variance kT/ω₀² and each velocity the variance kT. Hence

variance of D = 2A²kT/ω₀² = 4E_p kT,

variance of Ḋ = σ² = 2A²kT = 4E_pω₀²kT.

The probability density of coincidence is

p(0) = exp[−(2E_p)²/(8E_p kT)]/√(8πE_p kT) = exp(−E_p/2kT)/√(8πE_p kT).

This is the source of the factor T^(−1/2) in k_na. The mean one-way speed, counting only velocities of one sign, is σ/√(2π). The number of crossings per unit time in one direction is therefore

p(0)σ/√(2π) = (ω₀/2π) exp(−E_p/2kT).

Fast passages arrive more often than slow ones, so the average of P must be weighted by |Ḋ|. The weight cancels the 1/|Ḋ| in P. With g the Gaussian density of Ḋ, the integral of g over one sign of velocity is ½. The average is

κ = 2πJ² × ½/[σ/√(2π)] = (πJ²/ω₀) √[π/(2E_p kT)].

An excursion through coincidence crosses it twice, once on the way out and once on the way back. If the two small probabilities are added without interference, the hop rate is

2κ(ω₀/2π) exp(−E_p/2kT) = J² √[π/(2E_p kT)] exp(−E_p/2kT) = k_na.

So the golden-rule rate is the crossing rate multiplied by a small chance of transfer.

The calculation fails when κ is no longer small, since a first-order probability may exceed one but a true probability may not. Setting κ = 1 gives the crossover

J_c² = (ω₀/π) √(2E_p kT/π).

For E_p = 0.5 eV and ω₀ = 0.03 eV, J_c is 0.029 eV at 300 K and 0.035 eV at 600 K. The crossover is gradual, and J_c marks its scale.

Integrating the Schrödinger equation through a linear crossing shows both regimes. The sweep is long but finite, and this leaves a small oscillation in the result. For J²/|Ḋ| = 0.0016 the transfer probability is 0.010, equal to the first-order value within a few per cent. For J²/|Ḋ| = 1, where the first-order value would be 2π, it is 0.994 for this sweep. For an infinitely long sweep the Landau–Zener formula 1 − exp(−2πJ²/|Ḋ|) gives 0.998. In the second case the carrier almost certainly follows the lower of the two coupled levels. This is adiabatic motion, and it calls for a different calculation of the rate.

For weak transfer, the hopping rate and mobility have been found, and the rate has been read as level crossings multiplied by a small transfer probability, a picture that fails as J approaches J_c. What remains is the barrier, rate and mobility for strong transfer, where the carrier almost certainly follows the lower of the two coupled levels.
